# Mixing Conductance: Channels per Area Are Not Siemens per Area

**The argument under review.** The manuscript considers a 10 nm permalloy film on 5 nm of platinum. It takes a spin-mixing conductance of \(10^{19}\) from a table headed "per square meter" and puts this number into a backflow formula that also contains the platinum conductivity in S/m. The formula then says that a fraction \(1.66\times10^{-4}\) of the pumped spin current leaves the magnet for good. The authors conclude that platinum returns nearly all the spin it receives and adds no measurable damping. They defend the step by saying that a conductance per area is a conductance per area, whatever the table calls it.

Is the tabulated number a conductance in the sense that the formula needs? To decide this, one must follow the quantity from its definition to each place where it is used.

**What the table counts**

Let the magnetization point along \(z\), and let an electron in one transverse mode of the normal metal be reflected with amplitude \(r_\uparrow\) or \(r_\downarrow\), according to its spin along \(z\). The interface flips no spins, and the magnet is thick enough that transverse spin entering it is lost by dephasing. The tabulated quantity is

\[
g=\frac1A\sum_{\text{modes}}\mathrm{Re}\,(1-r_\uparrow r_\downarrow^*),
\]

with each mode counted once. The imaginary part, which rotates the reflected spin about \(z\), is neglected throughout. Every term is a pure number, so \(g\) has the unit m\(^{-2}\).

Its size follows from counting. In a square of side \(L\), transverse wave vectors have spacing \(2\pi/L\), and those of propagating modes fill a disc of area \(\pi k_F^2\). The number of modes per area is therefore \(\pi k_F^2/(2\pi)^2=k_F^2/4\pi\). For free electrons with \(k_F=12\) nm\(^{-1}\) this is 11.5 nm\(^{-2}\). The tabulated \(10^{19}\) m\(^{-2}\) is 10 nm\(^{-2}\), a natural number of channels for a metal.

**Where siemens enter**

Let the electrons arriving from the normal metal carry a spin accumulation \(\mu_s=\mu_\uparrow-\mu_\downarrow\), an energy, polarized along \(x\). In one mode the density of states per length, \(1/(hv)\), times the velocity \(v\) gives an arrival rate \(dE/h\) in each energy window. Integrated over energy, the excess occupation is the matrix \((\mu_s/2)\sigma_x\). Reflection multiplies it by \(R=\mathrm{diag}(r_\uparrow,r_\downarrow)\) from the left and by \(R^\dagger\) from the right. Since

\[
\mathrm{Tr}(\sigma_x\sigma_x)=2,\qquad
\mathrm{Tr}(\sigma_xR\sigma_xR^\dagger)=2\,\mathrm{Re}(r_\uparrow r_\downarrow^*),
\]

the angular momentum absorbed per time in this mode is

\[
\frac{\hbar}{2}\,\frac1h\,\frac{\mu_s}{2}\,
\bigl[2-2\,\mathrm{Re}(r_\uparrow r_\downarrow^*)\bigr]
=\frac{\mu_s}{4\pi}\,\mathrm{Re}(1-r_\uparrow r_\downarrow^*),
\]

because \(\hbar/2h=1/4\pi\). Summing over modes and dividing by the area gives \(J=g\mu_s/4\pi\).

To express this in electrical units, replace the \(\hbar/2\) carried by each electron with a charge \(e\), that is, multiply by \(2e/\hbar\):

\[
j_s=\frac{2e}{\hbar}\,\frac{g\mu_s}{4\pi}
=\frac{e\,g\,\mu_s}{h}
=\frac{e^2}{h}\,g\,\frac{\mu_s}{e}.
\]

The last factor is a voltage. The coefficient in front of it is the electrical mixing conductance,

\[
G=\frac{e^2}{h}\,g .
\]

With \(e^2/h=3.874\times10^{-5}\) S, the table entry becomes

\[
G=(3.874\times10^{-5}\ \text{S})(10^{19}\ \text{m}^{-2})
=3.874\times10^{14}\ \text{S/m}^2 .
\]

The two numbers describe one interface, but they differ by \(h/e^2\), about 25,800 ohms.

The factor is not \(2e^2/h\). That value belongs to a charge conductance in which each mode is counted once and its two spins carry current separately. Here one term already contains both spin amplitudes. Doubling it would give \(7.75\times10^{14}\) S/m\(^2\), too large by a factor of two under the present definition.

**Where the bare count is correct**

The manuscript could have used \(10^{19}\) m\(^{-2}\) directly in the damping formula, which is naturally written with \(g\). Suppose the magnetization direction \(\mathbf m\) precesses about \(z\) at angle \(\theta\) and angular frequency \(\omega\). An electron leaves into the normal metal with amplitude \(a_\uparrow\) or \(a_\downarrow\), where \(a\) stands for reflection \(r\) or for transmission \(t\) from the far side. In spin space the amplitude is

\[
\frac{a_\uparrow+a_\downarrow}{2}+\frac{a_\uparrow-a_\downarrow}{2}\,\mathbf m\cdot\boldsymbol\sigma .
\]

The off-diagonal elements of \(\mathbf m\cdot\boldsymbol\sigma\) are \(\sin\theta\,e^{\mp i\omega t}\). A flip from down to up thus raises the electron energy by \(\hbar\omega\), and the opposite flip lowers it by the same amount. Each has probability \(P=\tfrac14|a_\uparrow-a_\downarrow|^2\sin^2\theta\). Relative to equilibrium, the outgoing up electrons gain a rate

\[
\frac Ph\int dE\,[f(E-\hbar\omega)-f(E)]=\frac{P\omega}{2\pi},
\]

and the down electrons lose the same rate. Processes without an energy shift leave no further excess, since scattering is unitary and all incoming states are equally filled at a given energy. The mean spin current along \(z\) is therefore \((\hbar/2)(2P\omega/2\pi)=\hbar\omega P/2\pi\). Summing over \(r\) and \(t\), with \(|r|^2+|t|^2=1\) for each spin, gives

\[
J_z=\frac{\hbar\omega}{4\pi}\sin^2\theta\;
\bigl[1-\mathrm{Re}(r_\uparrow r_\downarrow^*+t_\uparrow t_\downarrow^*)\bigr]
\]

per mode. In a thick magnet the two spins gather different phases on their way through, and the difference varies between modes. The sum of \(t_\uparrow t_\downarrow^*\) then averages out, as do the parts of \(r_\uparrow r_\downarrow^*\) that come from round trips inside the magnet. What remains is the interface value \(g\). The same limit holds for a film with metal on one side only, where every electron is reflected and only the round trips have to average out.

For slow precession the current is linear in \(\dot{\mathbf m}\). Without spin-orbit coupling it can be built from \(\mathbf m\times\dot{\mathbf m}\) and \(\dot{\mathbf m}\), since \(\mathbf m\cdot\dot{\mathbf m}=0\). The second vector has no \(z\) component, while the first has \(\omega\sin^2\theta\). The part that causes damping is thus

\[
\mathbf J=\frac{\hbar g}{4\pi}\,\mathbf m\times\dot{\mathbf m}.
\]

A film of thickness \(t_F\) and magnetization \(M_s\) has spin angular momentum \(-(M_st_F/\gamma)\mathbf m\) per area, the sign reflecting that an electron's moment is opposite to its spin. Setting its rate of change equal to \(-\mathbf J\) gives a contribution \(\dot{\mathbf m}=\alpha\,\mathbf m\times\dot{\mathbf m}\), with

\[
\alpha=\frac{\gamma\hbar g}{4\pi M_st_F}
=\frac{\gamma\hbar}{4\pi M_st_F}\,\frac{hG}{e^2}
=\frac{\gamma\hbar^2G}{2e^2M_st_F}.
\]

The last step uses \(h=2\pi\hbar\). For \(M_s=800\) kA/m, \(t_F=10\) nm and \(\gamma=1.847\times10^{11}\) rad/(s T),

\[
\alpha=\frac{(1.847\times10^{11})(1.055\times10^{-34})(10^{19})}
{4\pi(8\times10^5)(10^{-8})}=1.94\times10^{-3}.
\]

This value assumes that no spin returns from the platinum. Putting \(10^{19}\) into the form written with \(G\) would give \(\alpha=50\). Putting \(3.874\times10^{14}\) into the form written with \(g\) would give \(7.5\times10^{-8}\). Both results are wrong by the same factor \(h/e^2\), in opposite directions.

The correct value can be read as a linewidth. For a film magnetized in its plane along a field \(B\), small deviations \(m_y\) in the plane and \(m_z\) normal to it, varying as \(e^{-i\omega t}\), obey

\[
-i\omega m_y=-[\gamma(B+B_M)-i\alpha\omega]\,m_z,\qquad
-i\omega m_z=[\gamma B-i\alpha\omega]\,m_y .
\]

Here \(B_M\), the product of \(M_s\) and the vacuum permeability, comes from the demagnetizing field normal to the film. Damping enters through the combination \(B-i\alpha\omega/\gamma\) in both equations. The resonance, seen as a function of field, is therefore displaced by \(i\alpha\omega/\gamma\) from the real axis, and for a narrow line this is its half-width at half maximum. At 10 GHz it is 0.66 mT, at a resonance field of 104 mT.

**The backflow calculation, repaired**

Spin that accumulates in the platinum drives a current back into the magnet. By the absorption result above, the net current is the pumped current \(J_p\) minus \(g\mu_0/4\pi\), where \(\mu_0\) is the spin accumulation at the interface. This step assumes that the arriving electrons carry the local accumulation, which requires a mean free path much shorter than the spin diffusion length. Each spin species carries half the conductivity \(\sigma\), so the number currents of up and down spins differ by \(-(\sigma/2e^2)\,\partial_z\mu_s\). Multiplication by \(\hbar/2\) gives

\[
J(z)=-\frac{\hbar\sigma}{4e^2}\,\partial_z\mu_s .
\]

Here \(z\) is the depth in the platinum. In the steady state \(\partial_z^2\mu_s=\mu_s/\lambda^2\), with spin diffusion length \(\lambda\). No spin leaves the outer surface at \(z=d\), hence

\[
\mu_s=\mu_0\,\frac{\cosh[(d-z)/\lambda]}{\cosh(d/\lambda)},\qquad
J(0)=\frac{\hbar\sigma}{4e^2\lambda}\tanh\!\left(\frac d\lambda\right)\mu_0 .
\]

Solving for \(\mu_0\) and inserting it into \(J(0)=J_p-g\mu_0/4\pi\) gives

\[
J(0)=J_p-\frac{g e^2\lambda}{\pi\hbar\sigma}\coth\!\left(\frac d\lambda\right)J(0).
\]

Since \(e^2/\pi\hbar=2e^2/h\), the fraction that leaves the magnet is

\[
\frac{J(0)}{J_p}=\frac{1}{1+b},\qquad
b=\frac{2G\lambda}{\sigma}\coth\!\left(\frac d\lambda\right).
\]

This is the manuscript's formula, and it requires \(G\). With \(G\) in S/m\(^2\), the ratio \(G\lambda/\sigma\) has no unit. With \(g\) in its place the ratio would have the unit S\(^{-1}\), and adding it to 1 would be meaningless.

For \(\sigma=5\times10^6\) S/m, \(\lambda=1.5\) nm and \(d=5\) nm, the correct value is \(b=0.233\), so the fraction is \(1/1.233=0.811\). The damping falls from \(1.94\times10^{-3}\) to \(1.57\times10^{-3}\). The manuscript's substitution gives \(b=6015\) instead. Its negligible damping, \(1.94\times10^{-3}\times1.66\times10^{-4}\approx3.2\times10^{-7}\), comes from using the number correctly in the damping formula and incorrectly in \(b\); reading it as S/m\(^2\) in both places would give \(50\times1.66\times10^{-4}\approx8.3\times10^{-3}\). With the units repaired, the conclusion is reversed: for these parameters most of the pumped spin is lost in the platinum. The fraction depends on the inputs, being 0.67 for \(\lambda=3\) nm and 0.44 if in addition \(g=2.5\times10^{19}\) m\(^{-2}\), but it stays of order one rather than \(10^{-4}\).

The error also changes the apparent physical regime. For \(b\ll1\) the interface limits the current, and the effective conductance \(G/(1+b)\) approaches \(G\). For \(b\gg1\) it approaches \(G/b=\sigma\tanh(d/\lambda)/2\lambda\), which no longer depends on the interface. Here that limit is \(3.874\times10^{14}/0.233\approx1.66\times10^{15}\) S/m\(^2\), about four times \(G\), so in this diffusion model and for these parameters the interface is the larger resistance. This reading has a limit. For free electrons with \(N=k_F^2/4\pi\) modes per area and mean free path \(\ell\), \(\sigma=\tfrac83(e^2/h)N\ell\), so \(b=\tfrac34(g/N)(\lambda/\ell)\coth(d/\lambda)\). With \(g\) close to \(N\), as here, \(b<1\) needs \(\ell\gtrsim0.66\,\lambda\), where the diffusion formula is no longer justified. The manuscript had placed the device deep in the opposite limit.

**How far the numbers apply to a real film**

The parameters are rough typical values for permalloy on platinum, and the resulting damping is an estimate. Three assumptions deserve attention.

First, I have taken \(10^{19}\) m\(^{-2}\) as the interface coefficient before backflow. If the table was obtained from measured damping without a backflow correction, it lists \(g_{\mathrm{eff}}=g/(1+b)\). Because \(b\) is proportional to \(g\), the interface value would then be \(10^{19}/(1-0.233)\approx1.3\times10^{19}\) m\(^{-2}\). The manuscript should state which quantity it uses.

Second, spin-orbit coupling at a real interface can destroy spin there. An added sink on the platinum side, as strong as \(g\) itself, raises the fraction leaving the magnet from 0.811 to 0.841 with all else fixed; a perfect sink raises it to 1. In a magnet without scattering, dephasing is also incomplete at finite thickness. This can be illustrated by a ballistic free-electron slab with normal metal on both sides, although the film here has platinum on only one. With potentials of \(-1\) and \(+1\) eV for the two spins, the slab's coefficient deviates from its thick-magnet value by up to 9.3 % for the thicknesses sampled between 9 and 11 nm, and by up to 2.3 % between 39 and 41 nm. These figures describe the ballistic slab and are not an error estimate for permalloy. Near 10 nm the deviation is about 5 % for a one-sided slab and about 17 % for a two-sided slab with potentials of \(\mp0.5\) eV, and it drops below 0.01 % once mean free paths of 4.6 and 0.6 nm are given to the two spins.

Third, the diffusion equation is doubtful at this scale. A free-electron estimate gives a spin relaxation time \(\tau\) of 1.15 fs, with \(\omega\tau\approx7\times10^{-5}\), which supports the steady-state treatment. But with \(\lambda^2=v\ell\tau/3\) and \(v=\hbar k_F/m_e\approx1.4\times10^6\) m/s, the same estimate implies a mean free path \(\ell\approx4\) nm, longer than \(\lambda\) and comparable to \(d\). The momentum relaxation time \(\ell/v\approx3\) fs then exceeds \(\tau\), which is not possible if spins flip only in collisions. Both the diffusion equation and the use of the local accumulation \(\mu_0\) for the arriving electrons require \(\ell\ll\lambda\). Platinum is not a free-electron metal, so this does not settle the matter, but the 19 % reduction is the result of the manuscript's model and not a reliable correction for a real film.

These uncertainties affect \(g\), the backflow and the damping. They do not affect the factor \(e^2/h\), which follows from how the two quantities are defined.

**Recommendation.** The backflow calculation should be redone with \(G=3.9\times10^{14}\) S/m\(^2\), and the claim that platinum adds no measurable damping should be withdrawn. Each mixing conductance should be given with its symbol, its unit and a statement of whether backflow is included. The numerical output below lists the main values used here.

## Calculated quantities

```
Input mixing conductance g: 1.000e+19 1/m^2
Same g as channels per area: 10.00 1/nm^2
Conversion factor e^2/h: 3.87405e-05 S
Inverse factor h/e^2: 25812.8 ohm
Converted G: 3.8740e+14 S/m^2
Result of wrongly using 2e^2/h: 7.7481e+14 S/m^2
Model Fermi wave number: 12.0 1/nm
Model Fermi energy: 5.49 eV
Modes per area and spin, formula: 11.459 1/nm^2
Modes per area, lattice count: 11.458 1/nm^2
Ballistic conductance per spin, 300 K: 4.4393e+14 S/m^2
Model potential, spin up: -1.0 eV
Model potential, spin down: 1.0 eV
Model interface g: 1.1435e+19 1/m^2
Model interface G from spin currents: 4.4301e+14 S/m^2
Ratio G/g in model: 3.87405e-05 S
Magnetization: 800 kA/m
Magnetic film thickness: 10.0 nm
Lande factor: 2.10 (no unit)
Gyromagnetic ratio: 1.8468e+11 rad/(s T)
Frequency: 10.0 GHz
Pumping damping, perfect sink: 1.937e-03 (no unit)
Damping from integrated motion: 1.937e-03 (no unit)
Resonance field, in-plane film: 104.3 mT
Half-width at half maximum, formula: 0.659 mT
Half-width from response: 0.659 mT
Wrong damping, 1e19 used as S/m^2: 50.01 (no unit)
Wrong damping, G number used as 1/m^2: 7.51e-08 (no unit)
Platinum conductivity: 5.00e+06 S/m
Platinum spin diffusion length: 1.50 nm
Platinum thickness: 5.0 nm
Backflow term 2 G lam coth(d/lam)/sigma: 0.2330 (no unit)
Net fraction g_eff/g, formula: 0.8110 (no unit)
Net fraction, diffusion solution: 0.8110 (no unit)
Effective g with backflow: 8.110e+18 1/m^2
Effective G with backflow: 3.142e+14 S/m^2
Damping with backflow: 1.571e-03 (no unit)
Net fraction, interface loss equal to g: 0.8410 (no unit)
Wrong backflow term, 1e19 as S/m^2: 6015 (no unit)
Wrong net fraction: 1.66e-04 (no unit)
Largest dephasing error, 9 to 11 nm slab: 9.3 %
Largest dephasing error, 39 to 41 nm slab: 2.3 %
Spin relaxation time, free-electron estimate: 1.15 fs
Angular frequency times relaxation time: 7.2e-05 (no unit)
```
